# Why Quantum Sticking Vanishes at Low Energy on an Absorbing Step

## What dimensions fix, and what they leave open

Let a particle of mass $m$ and energy $E$ meet a sharp drop in potential of depth $V_0$, beyond which it is absorbed by a vanishingly weak loss. The available quantities are $m$, $\hbar$, $E$ and $V_0$. Their one independent dimensionless combination is $E/V_0$, so the sticking probability must be $S=f(E/V_0)$. Planck's constant cannot appear, because a sharp edge supplies no length to compare with the wavelength.

The classical answer $f=1$ has this form, and so does the quantum answer $f\to4\sqrt{E/V_0}$. The power comes from one further fact. Inside the well the wave has a large wave number $q$, so its slope at the edge is $q$ times its value. Outside, a slow wave of incident amplitude $A$ and wave number $k$ cannot have a slope above $2k|A|$. The value at the edge is therefore at most $2k|A|/q$. So small a value means that the incident and reflected waves nearly cancel there, which brings the slope close to its maximum $2k|A|$. The value is then close to its bound, and the density at the edge falls as $k^2$. The absorbed flux follows that density, while the incident flux falls as $k$. Their ratio falls as $k\propto\sqrt E$.

## The absorbing step

The particle arrives from $z>0$ at a flat surface, and $E=\hbar^2k^2/2m$ is the energy of its normal motion. The potential is zero for $z>0$ and $-V_0-iW$ for $z<0$, with $W>0$ representing irreversible energy loss. "Sticking" here means absorption by this loss.

The Schrödinger equation gives

$$\frac{\partial|\psi|^2}{\partial t}=\frac{2}{\hbar}\,\mathrm{Im}(\psi^*H\psi)=-\frac{\partial j}{\partial z}-\frac{2W}{\hbar}|\psi|^2,\qquad j=\frac{\hbar}{m}\mathrm{Im}(\psi^*\psi').$$

In a stationary state the left side is zero. Integrating over $z<0$, where $j$ vanishes at great depth, shows that the inward flux at the edge equals the absorption rate:

$$-j(0)=\frac{2W}{\hbar}\int_{-\infty}^{0}|\psi|^2\,dz .$$

Inside, $\psi''=-q^2\psi$ with

$$q^2=\frac{2m(E+V_0+iW)}{\hbar^2},\qquad \mathrm{Re}\,q>0,\quad \mathrm{Im}\,q>0 .$$

The solution $e^{-iqz}$ decays as $z\to-\infty$ and $e^{iqz}$ grows, so the first is kept. As $W\to0^+$ it becomes a purely inward wave. With

$$\psi=Ae^{-ikz}+Be^{ikz}\ (z>0),\qquad \psi=Fe^{-iqz}\ (z<0),$$

continuity of value and slope requires $A+B=F$ and $k(A-B)=qF$. Hence

$$\frac BA=\frac{k-q}{k+q},\qquad \frac FA=\frac{2k}{k+q}.$$

The inward flux at the edge is $(\hbar/m)\,\mathrm{Re}(q)|F|^2$ and the incident flux is $(\hbar k/m)|A|^2$, so

$$\boxed{S=\frac{4k\,\mathrm{Re}\,q}{|k+q|^2}}$$

For $W\to0^+$ and $E\ll V_0$, $q\to q_0=\sqrt{2mV_0}/\hbar$ and

$$S\simeq\frac{4k}{q_0}=4\sqrt{\frac{E}{V_0}} .$$

In the opposite limit $E\gg V_0$, $q-k\simeq q_0^2/2k$ and $q+k\simeq2k$. The reflection is then $(V_0/4E)^2$, and $S\to1$.

## Why the classical particle enters

Classically, with a real potential, $mv^2/2=E-V(z)$ stays positive during the approach. There is no turning point, and the particle enters at any $E>0$. Once inside, the loss absorbs it.

A steady classical beam conserves density times speed, so its density just inside the edge is $k/q$ times the incident density. For $W\to0^+$ the quantum density at the edge, relative to $|A|^2$, is $4k^2/(k+q)^2$. The quotient is

$$\frac{4k^2/(k+q)^2}{k/q}=\frac{4kq}{(k+q)^2}=S .$$

The missing flux is thus a missing density at the edge. As $k\to0$, $B/A\to-1$: incident and reflected waves nearly cancel there, and the standing wave has almost a node at the entrance. The inward force does not prevent this, because the reflection comes from the mismatch of wave numbers.

## The threshold law beyond the step

Suppose that at zero energy the solution outside a short-range interaction is $\psi=N(z-a)$, where the complex length $a$ is set by the interior. Its inward flux is

$$-\frac{\hbar}{m}\mathrm{Im}\left[|N|^2(z-a^*)\right]=\frac{\hbar}{m}|N|^2b,\qquad b=-\mathrm{Im}\,a .$$

At small $k$ this solution must join $Ae^{-ikz}+Be^{ikz}\simeq(A+B)+ik(B-A)z$ at distances beyond the interaction but well below $1/k$. Equating coefficients gives $A+B=-aN$ and $B-A=-iN/k$, so

$$A=\frac N2\left(\frac ik-a\right),\qquad |A|^2\to\frac{|N|^2}{4k^2}\quad(k|a|\ll1).$$

Dividing the inward flux by $(\hbar k/m)|A|^2$ gives

$$\boxed{S\to4kb}$$

For the step, the edge value 1 and slope $-iq_0$ give $a=-i/q_0$. Thus $b=\mathrm{Re}(1/q_0)$, where $q_0$ includes $W$, in agreement with the boxed formula for $S$.

Absorption need not be complete. For an absorbing layer of thickness $D$ backed by a hard wall, the interior solution is $\sin[q_0(z+D)]$. Its value divided by its slope at $z=0$ is $\tan(q_0D)/q_0=-a$, so

$$b=\mathrm{Im}\left[\frac{\tan(q_0D)}{q_0}\right].$$

In units with $\hbar^2/2m=1$, take $V_0=1$, $W=0.2$ and $D=2$. Direct integration of the absorbed density at $E=10^{-8}$ and $10^{-6}$ gives a growth exponent of 0.4996, close to one half.

The law needs a finite, nonzero $b$. Without loss $b=0$. With loss the inward flux is nonzero, so $N$ cannot vanish. Near a threshold resonance with weak loss, however, $|a|$ is large and the law holds only at correspondingly small $k$.

The attraction must also fall fast enough. For a tail $-g/z^n$ (in units with $\hbar^2/2m=1$) the local wave number at zero energy is $p=\sqrt{g}\,z^{-n/2}$, and the change of reduced wavelength per unit distance is

$$\left|\frac{d(1/p)}{dz}\right|=\frac{n}{2\sqrt g}\,z^{n/2-1}.$$

For $n>2$ this grows with distance, so semiclassical motion fails far out and a slow wave is reflected. For $n=1$ it decreases, and the outer approach becomes semiclassical. With potential $-1/(z+1)$ outside and $-1$ inside, the numerical sticking is 0.986 at both $k=0.01$ and $k=0.001$. It does not follow the square-root law over this range.

## Restoring the classical limit with a smooth edge

Since the sharp-step result contains no $\hbar$, reducing $\hbar$ cannot make it classical. With $V_0=1$, $W=0.2$ and $E=0.01$, the computed $S=0.3253$ is unchanged when $\hbar$ is divided by three. A finite edge width $w$ supplies the missing length. Take

$$V(z)=-\frac{V_0}{1+e^{z/w}},$$

with an inward wave deep inside, and let $q^2=k^2+q_0^2$ be real.

Set $y=-e^{z/w}$, $\theta=y\,d/dy=w\,d/dz$ and $\psi=e^{-iqz}G(y)$. On $G$, $w\,d/dz$ acts as $\theta-iqw$, so

$$\left[(\theta-iqw)^2+w^2\left(k^2+\frac{q_0^2}{1-y}\right)\right]G=0 .$$

Multiplying by $1-y$, the constant terms without $y$ cancel, leaving

$$\theta(\theta-2iqw)G=y\left[\theta^2-2iqw\,\theta-(q^2-k^2)w^2\right]G=y(\theta+\alpha)(\theta+\beta)G,$$

where $\alpha=i(k-q)w$ and $\beta=-i(k+q)w$. This is the hypergeometric equation with $\gamma=1-2iqw$. The solution with $G\to1$ deep inside is ${}_2F_1(\alpha,\beta;\gamma;y)$. Its standard continuation to large $-y$ is

$$G\to\frac{\Gamma(\gamma)\Gamma(\beta-\alpha)}{\Gamma(\beta)\Gamma(\gamma-\alpha)}(-y)^{-\alpha}+\frac{\Gamma(\gamma)\Gamma(\alpha-\beta)}{\Gamma(\alpha)\Gamma(\gamma-\beta)}(-y)^{-\beta}.$$

After multiplication by $e^{-iqz}$ the first term is $e^{-ikz}$ and the second $e^{ikz}$. Since $\gamma-\alpha=1+\beta$ and $\gamma-\beta=1+\alpha$,

$$\left|\frac BA\right|=\left|\frac{\Gamma(\beta)\Gamma(1+\beta)}{\Gamma(\alpha)\Gamma(1+\alpha)}\right| .$$

The factors $\Gamma(\pm2ikw)$ have equal moduli and cancel. For real $x$, $|\Gamma(ix)\Gamma(1+ix)|=\pi/|\sinh\pi x|$, and therefore

$$1-S=\frac{\sinh^2[\pi w(q-k)]}{\sinh^2[\pi w(q+k)]} .$$

Expanding to first order in $k$ gives $S\simeq4\pi kw\coth(\pi wq_0)$, or

$$b=\pi w\coth(\pi wq_0).$$

This is $1/q_0$ for a sharp edge, $wq_0\ll1$, and $\pi w$ for a smooth one, $wq_0\gg1$. When $\pi w(q-k)\gg1$, each hyperbolic sine is half an exponential and

$$1-S\simeq e^{-4\pi kw}.$$

Because $k\propto1/\hbar$, this reflection vanishes in the classical limit. For $V_0=1$, $E=0.04$ and $w=1$, integration gives reflections of 0.080, 0.0066 and 0.00053 when $\hbar$ is divided by 1, 2 and 3. The two limits do not commute: $\hbar\to0$ at fixed energy restores entry, while $E\to0$ at fixed $\hbar$ suppresses it.

## How large: calcium arriving at a calcium film

Take rough inputs: mass 40 u, well depth 2 eV, edge width 0.05 nm and oven temperature 800 K. Summed over all emission directions, the flux from an effusive oven is weighted as $e^{-E/k_BT}dE$ in the energy normal to its opening, so the mean is $k_BT=0.0689$ eV. This applies to a wide film parallel to the opening that catches all the atoms; a small film facing a distant oven would receive a mean of $2k_BT$. The first value is used here. With $\hbar^2/2m=5.225\times10^{-7}$ eV nm²,

$$k=\sqrt{\frac{0.0689}{5.225\times10^{-7}}}\simeq363\ \mathrm{nm^{-1}},\qquad q_0\simeq1956\ \mathrm{nm^{-1}} .$$

Well depth and edge width are held fixed below, and the long-range tail is omitted.

| $E$ (eV) | $S$, sharp | $S$, smooth |
|---|---:|---:|
| 0.0689 | 0.522 | 1.000 |
| $10^{-4}$ | 0.0279 | 0.9998 |
| $10^{-6}$ | 0.00282 | 0.581 |
| $10^{-8}$ | 0.000283 | 0.0833 |
| $10^{-10}$ | 0.0000283 | 0.00865 |

At $10^{-4}$ eV the sharp-step edge density is $1.97\times10^{-4}$ of the incident density, against $7.07\times10^{-3}$ classically. The quotient is 0.0279, the tabulated sticking. At oven energy the sharp step predicts 48% reflection. For the smooth edge $4\pi kw\simeq228$, which puts its reflection near $10^{-99}$. That number means "negligible in this model"; it is not a measurable prediction.

A useful threshold scale is $4kb=1$, or $E_b=\hbar^2/(32mb^2)$. It is 0.125 eV for the sharp step and $1.3\times10^{-6}$ eV, equivalent to 15 mK, for the smooth one. The square-root law requires energies well below this scale.

## The tail changes the answer most

A neutral atom is attracted by a van der Waals tail $-C_3/z^3$, weakened by retardation to $-C_4/z^4$ at large distance from a cold surface. Both fall fast enough for the threshold law.

For the far tail define $\beta_4=\sqrt{2mC_4}/\hbar$. The inward zero-energy solution is $\psi=ze^{i\beta_4/z}$. Differentiating twice, the terms in $1/z^2$ cancel and $\psi''=-\beta_4^2\psi/z^4$, as required. At large $z$, $\psi\to z+i\beta_4$, so $b=\beta_4$.

For the near tail define $\beta_3=2mC_3/\hbar^2$, $x=2\sqrt{\beta_3/z}$ and $\psi=\sqrt z\,u(x)$. Since $dx/dz=-x/2z$,

$$\psi''=\frac{x^2u_{xx}+xu_x-u}{4z^{3/2}},\qquad \frac{\beta_3}{z^3}\psi=\frac{x^2u}{4z^{3/2}} .$$

Their sum must vanish, which is Bessel's equation of order one. The inward solution is $H_1^{(1)}=J_1+iY_1$. At small $x$, $J_1\simeq x/2$ and $Y_1\simeq-2/\pi x$, so $\psi$ is proportional to $z+i\pi\beta_3$ plus real logarithmic terms. Thus $b=\pi\beta_3$. At $z\sim1/k$ the logarithm is small compared with $z$, so it leaves the leading law intact.

For calcium, take the rough values $C_3=0.01$ eV nm³ and retardation length $L=70$ nm in

$$V=-\frac{C_3L}{z^3(z+L)},\qquad C_4=C_3L .$$

Then $\beta_3\simeq1.91\times10^4$ nm and $\beta_4=\sqrt{\beta_3L}\simeq1157$ nm. Numerical integration, assuming complete entry inside 1 nm, also gives $b\simeq1157$ nm. The far tail controls $b$ because at $z=L$ the near-tail measure $\tfrac32\sqrt{z/\beta_3}$ is still only about 0.09: the motion remains semiclassical until the potential is mainly retarded.

The threshold scale drops to $2.4\times10^{-14}$ eV, or 0.28 nK. This is for a cold surface. Near a metal film at 300 K, thermal radiation restores a $1/z^3$ tail beyond a few micrometres, which raises $b$ by roughly a tenth and lowers the threshold scale by roughly a fifth. The values below omit this. At $10^{-12}$ eV the computed sticking is still 0.976. At $10^{-16}$ eV it is 0.0619, within about 3% of $4kb=0.0640$.

## Use in deposition models

These are model values beside a real process, not measurements. An oven near 800 K and a binding energy of about 2 eV are reasonable rough values for calcium. The threshold scale depends strongly on the shape of the potential: smoothing the edge lowers it from 0.125 eV to about $10^{-6}$ eV, and the tail lowers it further to about $10^{-14}$ eV. Since $E_b\propto1/C_4$ when the far tail dominates, a factor-of-two error in $C_4$ changes it by the same factor for a cold surface. Near a metal film at 300 K the thermal tail grows with $C_4$ too, and doubling $C_4$ lowers $E_b$ by about 2.5.

Other omissions matter differently:

- **Energy loss.** An atom at oven energy must lose at least 3.3% of its normal kinetic energy in the well to become bound. The model assumes that it does; a real rate needs the surface dynamics. In the sharp-step model, $W=0.1$ eV lowers the threshold slope by 0.09% relative to vanishing loss.
- **Desorption.** With a rough attempt rate of $10^{13}$ s⁻¹ and a 2 eV barrier, the residence time at 300 K is about $4\times10^{20}$ s. Thermal escape is negligible for these inputs.
- **Gravity.** Falling 1 µm onto a horizontal film adds $4.1\times10^{-12}$ eV, roughly 170 times the tail threshold scale. A test at that scale needs a vertical surface or compensated gravity.

For deposition of neutral atoms with $kb\gg1$ and a smooth approach, set the entry probability to one and put the effort into energy loss and desorption. Do not multiply the rate by $4\sqrt{E/V_0}$. For ultracold atoms, compute $b$ from the full tail if nothing returns from short range. Otherwise include the returning wave: even a returned fraction of 1% can change $b$ by about 20%, depending on its phase. Use $4kb$ only when $k|a|\ll1$; for a $1/z^3$ tail the real part of $a$ grows logarithmically with distance and should be taken at $z\sim1/k$. In both cases use the normal energy, provided the surface is flat enough for normal and lateral motion to separate. The numerical output below gives most of the values used here; the room-temperature correction to $b$ and the effect of a returning wave are separate estimates.

## Values computed for the example and the checks

```
TESTS, dimensionless
absorbed fraction: integral 0.325344, formula 0.325344
same sharp step, hbar divided by 3: S = 0.325344
finite absorbing layer: energy exponent = 0.49958
smooth reflection, hbar divided by 1,2,3: 8.014e-02, 6.561e-03, 5.315e-04
tail b/beta: cubic 3.14150, quartic 1.00000
1/z tail: S(k=0.01) 0.98602, S(k=0.001) 0.98602
CALCIUM MODEL, rough inputs
mass = 40 u; well depth = 2.0 eV
edge width = 0.05 nm; loss W = 0.1 eV
oven = 800 K; film = 300 K
C3 = 0.010 eV nm^3; retardation length = 70 nm
hbar^2/(2m) = 5.22520e-07 eV nm^2
inner wave number at E=0: 1956.43 nm^-1
mean normal oven energy = 0.06894 eV
E (eV) | k (nm^-1) | S sharp | 4sqrt(E/V0) | S smooth
6.894e-02 | 3.6323e+02 | 5.2214e-01 | 7.4264e-01 | 1.000000
1.000e-04 | 1.3834e+01 | 2.7888e-02 | 2.8284e-02 | 0.999832
1.000e-06 | 1.3834e+00 | 2.8244e-03 | 2.8284e-03 | 0.580720
1.000e-08 | 1.3834e-01 | 2.8280e-04 | 2.8284e-04 | 0.083251
1.000e-10 | 1.3834e-02 | 2.8284e-05 | 2.8284e-05 | 0.008655
edge density/incident density at 1e-4 eV: quantum 1.9719e-04
same ratio, classical: 7.0709e-03
log10 smooth-step reflection at oven energy: -99.12
threshold scale where 4kb=1
sharp: b = 5.11136e-04 nm; E = 1.2500e-01 eV; E/kB = 1.4506e+03 K
smooth: b = 1.57080e-01 nm; E = 1.3236e-06 eV; E/kB = 1.5359e-02 K
tail: b = 1.15704e+03 nm; E = 2.4394e-14 eV; E/kB = 2.8308e-10 K
tail lengths: beta3 = 19138.03 nm; beta4 = 1157.44 nm
tail b relative shift, start 1 to 2 nm: 9.01e-06
WITH TAIL: E (eV) | S numerical | threshold formula 4kb
1.0e-12 | 0.975958 | 6.402631
1.0e-14 | 0.456267 | 0.640263
1.0e-16 | 0.061944 | 0.064026
1.0e-18 | 0.006382 | 0.006403
OTHER NEGLECTED EFFECTS
sharp-step slope with loss / without loss = 0.999064
energy fraction to lose for trapping at oven energy = 0.0333
desorption time at film temperature, 1e13/s attempts = 3.97e+20 s
gravity energy over 1 micrometre = 4.066e-12 eV
gravity energy / tail threshold energy = 166.66
```
